\section*{Compression, average gap and electronic permittivity in a single-oscillator solid, part 2}

A cubic insulating solid is compressed uniformly, and the question is whether its electronic permittivity $\epsilon$ rises or falls. The nuclei are held fixed and the field is static and weak. Formulas are in Hartree atomic units, $\hbar=m=e=4\pi\varepsilon_{\rm vac}=1$, with $m$ the electron mass and $\varepsilon_{\rm vac}$ the vacuum permittivity; the oxide example uses nm and eV.

A volume $V$ contains $N$ active electrons, with plasma energy $\omega_p$ defined by $\omega_p^2=4\pi N/V$. Their average gap $E$ is defined by letting $1/E^2$ be the mean of $1/E_n^2$ over transitions of energy $E_n$, weighted by oscillator strength. The macroscopic field is $F$, the polarization $P$ is the dipole moment per unit volume, and $F+4\pi P=\epsilon F$. If the field acting on each electron is $F$, then
\begin{equation}
\epsilon=1+\frac{4\pi N}{VE^2}
=1+\left(\frac{\omega_p}{E}\right)^2 .
\label{eq:eps}
\end{equation}
If neighbouring dipoles alter the acting field, $E$ here is an effective gap that includes this alteration.

Let $v$ be the volume divided by its initial value. If $E\propto v^{-g}$ with constant $g$ and the total strength is fixed, then $\epsilon-1\propto v^{2g-1}$. Compression lowers $\epsilon$ if and only if $g>1/2$, and the slope is
\begin{equation}
\frac{d\epsilon}{d\ln V}=(2g-1)(\epsilon-1).
\label{eq:slope}
\end{equation}

Part (d) treated an electron inside a ball of uniform positive charge density $\rho$. While the electron stays inside, the force is harmonic, with
\begin{equation}
E^2=\frac{4\pi\rho}{3}\propto\frac1V .
\end{equation}

The model oxide has $N=16$ active electrons in $0.034\ {\rm nm^3}$, $E=14.00$ eV, $\omega_p=25.47$ eV and $\epsilon=4.31$. For $g=0.8$, a 2\% reduction in volume gives $\Delta\epsilon=-0.040$.

The numerical output at the end also lists two earlier examples under the same compression: eight electrons, each in its own well, in $100$ cubic bohr, and 16 electrons with the oxide's plasma energy, one with a gap of 6 eV and fifteen with a gap of 15 eV.

\subsection*{(g) The field acting on a dipole}

Treat the active electrons at each lattice site as a point dipole. All sites are equivalent and have cubic symmetry. Find the field acting on one dipole when the macroscopic field is $F$ and the polarization is $P$.

\paragraph{Solution.}
Draw a large sphere around the chosen site. Material outside it is far enough away to be treated as a continuous polarized medium. The dipoles inside must be counted one by one.

First find the field inside a uniformly polarized sphere. Represent it by two balls with charge densities $+\rho$ and $-\rho$, whose centres ${\bf r}_+$ and ${\bf r}_-$ are slightly displaced. Gauss's law gives the field of a single ball as $4\pi\rho/3$ times the vector from its centre. In the region of overlap,
\begin{equation}
{\bf F}_{\rm sphere}=\frac{4\pi\rho}{3}({\bf r}-{\bf r}_+)
-\frac{4\pi\rho}{3}({\bf r}-{\bf r}_-)
=-\frac{4\pi}{3}{\bf P},
\end{equation}
because ${\bf P}=\rho({\bf r}_+-{\bf r}_-)$. The macroscopic field includes this contribution. The field due to everything outside the sphere is therefore
\begin{equation}
{\bf F}-{\bf F}_{\rm sphere}={\bf F}+\frac{4\pi}{3}{\bf P}.
\end{equation}

Next add the separate dipoles inside the sphere. If each has moment $p$ along $z$, their field at the centre along $z$ is
\begin{equation}
p\sum\frac{3z^2-r^2}{r^5}.
\end{equation}
Cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal. Each is one third of the sum of $r^2/r^5$, so the expression vanishes. The components along $x$ and $y$ contain $xz$ and $yz$, whose sums vanish by the twofold rotations of the cubic site. The acting field is thus
\begin{equation}
F_{\rm loc}=F+\frac{4\pi}{3}P .
\label{eq:local}
\end{equation}

An explicit lattice sum tests the factor. Consider a slab of a simple cubic lattice polarized along its normal. Its macroscopic internal field is the external field minus $4\pi P$, so adding $4\pi$ to the dipole sum per unit polarization gives the coefficient in Eq.~\eqref{eq:local}. Nine planes were summed out to a radius of 80 lattice spacings, and the remainder of each plane was integrated. The result was $4.1892$, against $4\pi/3=4.1888$.

The result relies on point dipoles at cubic sites. Electron clouds that overlap, or sites of lower symmetry, need not give the factor $4\pi/3$.

\subsection*{(h) Does the local field move the threshold?}

Let $E_b$ be the bare gap, which describes the response to the acting field, with $E_b\propto V^{-g_b}$. Find $\epsilon$, the threshold for $g_b$, and the relation between $g_b$ and the exponent $g$ of the effective gap.

\paragraph{Solution.}
The polarization is $P=(N/VE_b^2)F_{\rm loc}$. Define $y=\omega_p^2/E_b^2$ and multiply by $4\pi$:
\begin{equation}
4\pi P=y\left(F+\frac{4\pi P}{3}\right),\qquad
4\pi P\left(1-\frac y3\right)=yF .
\end{equation}
Since $\epsilon-1=4\pi P/F$,
\begin{equation}
\epsilon-1=\frac{y}{1-y/3},\qquad
\epsilon+2=\frac{y+3-y}{1-y/3}=\frac{3}{1-y/3}.
\label{eq:cm}
\end{equation}
Dividing the two gives $(\epsilon-1)/(\epsilon+2)=y/3$. For a uniform polarization the solution holds for $y<3$; at $y=3$ the permittivity diverges. The uniform background of part (d) would reach this limit if its charge equalled $N$ in the volume $V$, for then $E_b^2=\omega_p^2/3$. A pattern of alternating dipoles can become unstable earlier. In a simple cubic lattice, columns of dipoles with alternating sign do so near $y=2.35$. The model oxide, with $y=1.57$, lies below both values.

The derivative of $\epsilon$ with respect to $y$ is
\begin{equation}
\frac{d\epsilon}{dy}=\frac{(1-y/3)+y/3}{(1-y/3)^2}
=\frac{1}{(1-y/3)^2}>0 ,
\end{equation}
so $\epsilon$ moves in the same direction as $y$. From its definition, $y\propto V^{2g_b-1}$. Compression therefore lowers $\epsilon$ if and only if $g_b>1/2$, provided that the lattice of dipoles stays stable throughout. The threshold has not moved.

The size of the change is different. Because $dy/d\ln V=(2g_b-1)y$, Eq.~\eqref{eq:cm} gives
\begin{equation}
\frac{d\epsilon}{d\ln V}=\frac{(2g_b-1)y}{(1-y/3)^2}
=(2g_b-1)\frac{(\epsilon-1)(\epsilon+2)}{3}.
\end{equation}
The same permittivity can be written with an effective gap. Multiplying numerator and denominator of the first relation in Eq.~\eqref{eq:cm} by $E_b^2$ gives
\begin{equation}
\epsilon-1=\frac{\omega_p^2}{E_b^2-\omega_p^2/3},\qquad
E^2=E_b^2-\frac{\omega_p^2}{3}.
\end{equation}
Comparing the slope above with $(2g-1)(\epsilon-1)$ yields
\begin{equation}
g-\frac12=\left(g_b-\frac12\right)\frac{\epsilon+2}{3}.
\end{equation}
Both exponents cross one half together, but the distance from the threshold is larger for the effective gap.

For the model oxide the bare gap that gives the same $\epsilon$ is $\sqrt{14.00^2+25.47^2/3}=20.3$ eV. If $g_b=0.8$, then $g=0.5+0.3\times6.31/3=1.13$. A 2\% compression changes $\epsilon$ by $-0.083$, about twice the $-0.040$ found when $0.8$ was the exponent of the effective gap. This is not a further correction to be added to a calculation that already uses the effective gap. It shows that a quoted exponent must say which gap it describes.

\subsection*{(i) If the strength is not fixed}

Let the strength of the active transitions vary as $v^{-s}$. Find the new threshold for the exponent $g$ of the effective gap.

\paragraph{Solution.}
The strength multiplies $\epsilon-1$, so
\begin{equation}
\epsilon-1\propto v^{-s}v^{2g-1}=v^{2g-1-s}.
\end{equation}
Compression lowers $\epsilon$ when this exponent is positive, that is, when $g>(1+s)/2$. A positive $s$ means that the active transitions gain strength on compression, so the gap must stiffen faster to compensate. The threshold of one half is thus a result for fixed strength.

With an assumed $s=0.1$, the threshold becomes $0.55$. At $g=0.5$, where the fixed-strength model predicts no change, a 2\% compression of the model oxide then gives $\Delta\epsilon=3.31\,(0.98^{-0.1}-1)=+0.007$.

\subsection*{(j) What changes in a gate film?}

Compare the model oxide with a hafnium dioxide gate film. Estimate the contributions of the lattice, the shape of the strain, temperature and the gate field.

\paragraph{Solution.}
The parameters lie in the rough regime of hafnium dioxide, whose electronic permittivity is between about 4 and 5 and whose fundamental band gap is roughly 6 eV. The 14 eV of the model is an average over strong transitions and should not be compared with that band gap. Gate films are usually amorphous or of lower than cubic symmetry, with inequivalent sites, so the factor $4\pi/3$ of part (g) need not apply to them. With an assumed constant bulk modulus $B=-dp/d\ln V=200$ GPa, where $p$ is the pressure, the compression requires $p=-B\ln0.98=4.0$ GPa. A device film does not normally experience such a hydrostatic pressure. It is strained by its neighbours, and its ions also respond to a static gate voltage. The assumptions of clamped nuclei and uniform compression are therefore both broken, and with the rough inputs assumed below either one outweighs the electronic change of $-0.040$ found for $g=0.8$.

Consider the ions first. A polar vibration with fixed effective charge and mass also acts as an oscillator. Its contribution to the permittivity is proportional to $1/(V\Omega^2)$, where $\Omega$ is its transverse frequency and the charge held fixed is the one defined with the macroscopic field (the Born charge). The local field enters both: in the point-dipole model this charge is the rigid-ion charge times $(\epsilon+2)/3$. If the rigid-ion charge were fixed instead, the factor $(\epsilon+2)^2$ would also change, and for $g_b=0.8$ the result below would be about $-1.0$. If $\Omega\propto V^{-\gamma}$, this part scales as $V^{2\gamma-1}$. Take a lattice part of 16 and $\gamma=1.5$ as assumed rough inputs. Then
\begin{equation}
\Delta\epsilon_{\rm lat}=16\,(0.98^2-1)=-0.63 ,
\end{equation}
about sixteen times the electronic change. The static permittivity of the gate is governed mainly by the lattice in this estimate, and the exponent $g$ does not predict its change. At frequencies far above those of the vibrations the ions cannot follow the field. If the frequency is also far below those of the electronic transitions, the static electronic result is the relevant one.

Next consider the shape of the strain. A film stressed equally along both in-plane directions, with a free surface, has in-plane strain $e_\parallel$ and normal strain $e_\perp$. For an isotropic elastic film with Poisson ratio $\nu$, in-plane stress $\sigma$ and Young's modulus $Y$,
\begin{equation}
e_\parallel=\frac{(1-\nu)\sigma}{Y},\qquad
e_\perp=-\frac{2\nu\sigma}{Y}=-\frac{2\nu}{1-\nu}e_\parallel .
\end{equation}
The relative volume change is $2e_\parallel+e_\perp$. For $\nu=0.3$ and a volume change of $-2\%$, the strains are $-1.75\%$ in the plane and $+1.50\%$ along the normal. With $Y=3B(1-2\nu)=240$ GPa this needs an in-plane stress of $-6$ GPa, again more than a device film normally carries. The volume effect and the shape effect both scale with the strain, so their ratio carries over to smaller stresses. Assume that the relative difference between the two components of $\epsilon-1$ equals the strain difference in magnitude. The components then differ by $3.31\times0.0325=0.11$, so the normal component departs from the mean by two thirds of this, $0.07$, and each in-plane component by one third. The shift of the normal component is larger in size than the change of $-0.040$ due to volume alone. The assumed coefficient of one is only an illustration: the true coefficient depends on the material, may be several times larger or smaller, and must be measured or computed. The scalar model does not give the sign of this difference, so it cannot tell whether the component along the gate field rises or falls.

Temperature acts even at fixed volume, because vibrations alter the gap. If the average gap falls by an assumed $0.3$ meV/K, heating by 100 K lowers it from $14.00$ to $13.97$ eV and raises $\epsilon$ by $0.014$. This is about a third of the electronic change for $g=0.8$, and of opposite sign.

The attraction between the charged electrodes produces little strain; electrostriction and piezoelectric strain are left out of this estimate. At 5 MV/cm, a field of the order of the breakdown field of such films, and with electronic and lattice parts together giving a permittivity of about 20, the electrostatic stress $\frac12\varepsilon_{\rm vac}\epsilon_{\rm tot}F^2$ is $0.022$ GPa. That is less than one percent of the pressure assumed above. Tunnelling and breakdown limit the field that can be applied, but they do not enter the zero-field permittivity calculated here.

The criterion $g>1/2$ thus applies to the electronic part under uniform compression at fixed strength. To use it for a real film one needs the volume dependence of the average gap, and for the static capacitance also the response of the lattice and the full strain. The values used here are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Quantum wells, volume reduced by 2.0 %
fixed depth: g=0.3963, eps 3.0880 -> 3.0967
uniform background: g=0.5000, eps 5.0212 -> 5.0212
kinetic scaling: g=0.6667, eps 3.0880 -> 3.0740
Model oxide, rough round inputs
Cell volume: 0.034 nm^3
Active electrons per cell: 16
Average gap: 14.00 eV
Plasma energy before: 25.473 eV
Plasma energy after: 25.731 eV
Electronic permittivity before: 4.3105
g=0.3: gap after 14.085 eV
  eps after 4.3374, change +0.0269
  slope d eps/d ln V: -1.3242
g=0.5: gap after 14.142 eV
  eps after 4.3105, change -0.0000
  slope d eps/d ln V: +0.0000
g=0.8: gap after 14.228 eV
  eps after 4.2707, change -0.0399
  slope d eps/d ln V: +1.9863
Two transitions: electrons 1 and 15, gaps 6 and 15 eV
Their gap exponents: 1.0 and 0.2
Weight of lowest transition: 0.2941
Average gap: 13.016 eV; exponent 0.4353
Lowest gap: 6.000 -> 6.122 eV
Permittivity: 4.8301 -> 4.8406
Local-field factor from lattice: 4.1892
Lorentz value 4 pi/3: 4.1888
Bare gap giving the same eps: 20.305 eV
Bare g=0.8: effective g=1.1311
Bare g=0.8: eps change -0.0828
Neglected effects, assumed rough inputs
Strength exponent s=0.1: eps +0.0067
  threshold g: 0.550
Lattice part 16, mode exponent 1.5
  lattice permittivity change: -0.634
Biaxial film, Poisson ratio 0.3: same volume change
  strains in/out: -1.75/+1.50 %
  eps anisotropy, unit coefficient: 0.108
Heating 100 K, gap slope -0.3 meV/K
  eps change at fixed volume: +0.0142
Bulk modulus 200 GPa: pressure 4.04 GPa
Gate field 5 MV/cm: stress 0.0225 GPa
\end{verbatim}
